# First-order direct perturbation theory for Dirac-Kohn-Sham energies, part 2

The problem is to find how bound-electron energies depart from their nonrelativistic values at leading order in $\lambda=1/c^2$, first in a fixed potential $v$, then in a self-consistent Kohn-Sham atom. Hartree atomic units are used ($\hbar=m=e=1$, $c\approx137.036$), and energies exclude the rest energy. With $p=-i\nabla$, Pauli matrices $\sigma$, upper component $\varphi$ and lower component $\chi=\tilde\chi/c$, the Dirac equations are

$$v\varphi+\sigma\!\cdot\!p\,\tilde\chi=\varepsilon\varphi, \tag{1}$$

$$\sigma\!\cdot\!p\,\varphi-2\tilde\chi+\lambda(v-\varepsilon)\tilde\chi=0. \tag{2}$$

The subscript 0 marks the limit $\lambda=0$, where

$$\tilde\chi_0=\tfrac12\,\sigma\!\cdot\!p\,\varphi_0,\qquad \tfrac12(\sigma\!\cdot\!p)^2\varphi_0+v\varphi_0=\varepsilon_0\varphi_0. \tag{3}$$

In part (b), (1) was projected on $\varphi_0$ and (2) on $\tilde\chi_0$. Adding the results and using (3) gave, at finite $\lambda$,

$$(\varepsilon-\varepsilon_0)\langle\varphi_0|\varphi\rangle=\lambda\langle\tilde\chi_0|v-\varepsilon|\tilde\chi\rangle. \tag{4}$$

Hence $\varepsilon=\varepsilon_0+\lambda\varepsilon_1+\dots$, with the direct perturbation theory (DPT) formula

$$\varepsilon_1=\langle\tilde\chi_0|v-\varepsilon_0|\tilde\chi_0\rangle=\tfrac14\langle\sigma\!\cdot\!p\,\varphi_0|v-\varepsilon_0|\sigma\!\cdot\!p\,\varphi_0\rangle. \tag{5}$$

For spherical $v$, let $u$ be $r$ times the radial orbital, $\int_0^\infty u^2dr=1$, $W=v-\varepsilon_0$ and $\sigma_r=\sigma\cdot\hat r$. Then $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$, so $|\kappa|=j+\tfrac12$, and

$$\varepsilon_1=\frac14\int_0^\infty W\Big(u'+\frac{\kappa}{r}u\Big)^2dr. \tag{6}$$

Integration by parts gives the Pauli form

$$\varepsilon_1=-\frac12\int W^2u^2dr+\frac18\int(\nabla^2v)\,u^2dr-\frac{\kappa+1}{4}\int\frac{v'}{r}u^2dr+\frac B4, \tag{7}$$

whose integrals are the mass-velocity, Darwin and spin-orbit terms. Here $\nabla^2v$ is taken for $r>0$, where $-Z/r$ contributes nothing. For a point nucleus of charge $Z$, $B=0$ for $l\ge1$; for $l=0$ the contact term, part of the Darwin energy, is

$$\frac B4=\frac Z8\,u'(0)^2=\frac{\pi Z}{2}|\varphi_0(0)|^2. \tag{8}$$

### (e) The pure Coulomb field

*Evaluate $\varepsilon_1$ for $v=-Z/r$ and any bound level. Check the lowest level against a closed solution of the Dirac equation.*

**Solution.** Three mean values and one slope are required.

The series $u=r^{l+1}e^{-qr}\sum_ka_kr^k$ solves the radial equation if $(k+1)(k+2l+2)a_{k+1}=2[q(k+l+1)-Z]a_k$. It ends at $k=n_r$ when $q=Z/n$ with $n=n_r+l+1$, so $\varepsilon_0=-Z^2/2n^2$. This also holds for noninteger $l$ near the integers. The derivative of an eigenvalue with respect to a parameter is the mean value of the derivative of the radial Hamiltonian, which contains $l(l+1)/2r^2-Z/r$. Differentiating with respect to $Z$, and with respect to $l$ at fixed $n_r$, gives

$$\Big\langle\frac1r\Big\rangle=\frac Z{n^2},\qquad \Big(l+\tfrac12\Big)\Big\langle\frac1{r^2}\Big\rangle=\frac{Z^2}{n^3}.$$

Next write the radial equation as $u''=Fu$, with $F=l(l+1)/r^2-2Z/r-2\varepsilon_0$. Multiply by $u'$ and integrate. The left side is $-\tfrac12u'(0)^2$. On the right, $\int Fuu'dr=-\tfrac12\int F'u^2dr$, because $Fu^2$ vanishes at both ends. Hence

$$u'(0)^2=-2l(l+1)\Big\langle\frac1{r^3}\Big\rangle+2Z\Big\langle\frac1{r^2}\Big\rangle,$$

where the first term is absent for $l=0$. For $l\ge1$ the slope $u'(0)$ is zero, and for $l=0$ it is not:

$$\Big\langle\frac1{r^3}\Big\rangle=\frac{Z}{l(l+1)}\Big\langle\frac1{r^2}\Big\rangle\ (l\ge1),\qquad u'(0)^2=\frac{4Z^3}{n^3}\ (l=0).$$

The mass-velocity term is

$$-\frac12\Big(Z^2\Big\langle\frac1{r^2}\Big\rangle+2Z\varepsilon_0\Big\langle\frac1r\Big\rangle+\varepsilon_0^2\Big)=-\frac{Z^4}{2n^3(l+\frac12)}+\frac{Z^4}{2n^4}-\frac{Z^4}{8n^4}.$$

For $l\ge1$ the spin-orbit term, with $v'=Z/r^2$ and $l(l+1)=\kappa(\kappa+1)$, is

$$-\frac{\kappa+1}{4}\,Z\Big\langle\frac1{r^3}\Big\rangle=-\frac{Z^4}{4n^3\kappa(l+\frac12)} .$$

For $l=0$ the contact term is $\tfrac Z8\cdot4Z^3/n^3=Z^4/2n^3$. This is the value of the same expression at $l=0$, $\kappa=-1$, so one formula serves for all levels. The terms in $n^{-3}$ combine through

$$\frac1{l+\frac12}\Big(1+\frac1{2\kappa}\Big)=\frac1{|\kappa|},$$

as one sees by inserting $\kappa=l$ and $\kappa=-(l+1)$. The result is

$$\varepsilon_1=-\frac{Z^4}{2n^3}\Big(\frac1{|\kappa|}-\frac3{4n}\Big). \tag{9}$$

Levels with equal $n$ and $j$ shift equally, whatever their $l$.

For the 1s level the direct formula gives this in one line. With $u\propto re^{-Zr}$ one has $u'-u/r=-Zu$, so $\varepsilon_1=\tfrac14Z^2\langle v-\varepsilon_0\rangle=\tfrac14Z^2(-Z^2+\tfrac12Z^2)=-Z^4/8$.

To check it, put $\varphi=g(r)s$ and $\tilde\chi=-i\sigma_rf(r)s$ with a constant spinor $s$. Since $\sigma\cdot\nabla(\sigma_rf)=f'+2f/r$, the Dirac equations become

$$(v-\varepsilon)g=f'+\frac2rf,\qquad g'-2f+\lambda(v-\varepsilon)f=0 .$$

Try $g=r^{\gamma-1}e^{-Zr}$ and $f=\beta g$. The first equation requires $-Z/r-\varepsilon=\beta[(\gamma+1)/r-Z]$, so $\beta=-Z/(1+\gamma)$ and $\varepsilon=\beta Z$. In the second, the $1/r$ terms give $\gamma-1=\lambda\beta Z$, or $\gamma^2=1-\lambda Z^2$, with the positive root taken because $\gamma$ must tend to its nonrelativistic value 1 as $\lambda\to0$. Its constant terms, $-Z-2\beta-\lambda\beta\varepsilon$, then become

$$Z\Big[-1+\frac2{1+\gamma}-\frac{1-\gamma}{1+\gamma}\Big]=0 .$$

The energy is thus

$$\varepsilon=-\frac{Z^2}{1+\gamma}=-\frac{Z^2}2-\lambda\frac{Z^4}8+\dots,$$

in agreement with (9). The solution requires $Z<c$, and the expansion is useful when $(Z/c)^2$ is small.

At $Z=80$ the closed solution gives a shift of $-3532.19+3200.00=-332.19$ hartree. The finite-$\lambda$ relation (4), evaluated by quadrature, returns the same shift. The first-order value is $-272.65$ hartree, or 82% of it. For so heavy a nucleus the first order gives the size of the effect but not an accurate 1s energy.

### (f) The total Dirac-Kohn-Sham energy

*Let the potential now be self-consistent, with a functional of the density alone that does not itself contain $c$. Find the first-order total energy of a closed-shell system.*

**Solution.** For orbitals $i$ with occupations $f_i$, the density and energy are

$$n=\sum_if_i\big(\varphi_i^\dagger\varphi_i+\lambda\tilde\chi_i^\dagger\tilde\chi_i\big),$$

$$E=\sum_if_i\big[2\,\mathrm{Re}\langle\tilde\chi_i|\sigma\!\cdot\!p\,\varphi_i\rangle-2\langle\tilde\chi_i|\tilde\chi_i\rangle\big]+\int v_{\rm ext}n\,d^3r+E_{\rm H}[n]+E_{\rm xc}[n].$$

The bracket is the Dirac kinetic energy without rest energy, expressed through $\tilde\chi$. $E_{\rm H}$ is the Coulomb energy of the electron density, and $v_{\rm ext}$ is the potential of the nucleus. Normalization is imposed by subtracting $\sum_if_i\varepsilon_i(\langle\varphi_i|\varphi_i\rangle+\lambda\langle\tilde\chi_i|\tilde\chi_i\rangle-1)$; call the result $\mathcal L$. Canonical orbitals are used, for which the multipliers of the orthogonality conditions vanish.

Let $v_s=v_{\rm ext}+\delta(E_{\rm H}+E_{\rm xc})/\delta n$. Variation of $\varphi_i^\dagger$ and $\tilde\chi_i^\dagger$ gives

$$\sigma\!\cdot\!p\,\tilde\chi_i+(v_s-\varepsilon_i)\varphi_i=0,\qquad \sigma\!\cdot\!p\,\varphi_i-2\tilde\chi_i+\lambda(v_s-\varepsilon_i)\tilde\chi_i=0,$$

which are the Dirac equations with $v=v_s$. At a solution $\mathcal L$ is stationary. When $\lambda$ changes, the orbitals and multipliers change too, but to first order these changes do not affect $\mathcal L$. What counts is the place where $\lambda$ stands explicitly: in the density, where it multiplies $v_s$, and in the normalization. Hence

$$\frac{dE}{d\lambda}=\sum_if_i\langle\tilde\chi_i|v_s-\varepsilon_i|\tilde\chi_i\rangle .$$

At $\lambda=0$ this is the sum of the fixed-potential terms:

$$E=E_0+\lambda\sum_if_i\,\varepsilon_{1,i}+\dots \tag{10}$$

The potential in $\varepsilon_{1,i}$ is the full nonrelativistic $v_s$, not that of the nucleus alone. The charge in the lower component interacts with the other electrons as well. The argument needs a stationary point, not a minimum, which matters because the Dirac energy is not bounded below. If the functional itself contained $\lambda$, its explicit derivative $\partial E_{\rm xc}/\partial\lambda$ would be added. A magnetic interaction between the electrons would likewise need its own term.

### (g) The orbital energies

*Does the same correction give the self-consistent orbital energies?*

**Solution.** It does not, because $v_s$ itself changes with $\lambda$. Repeat the projection of part (b), with $v_\lambda$ for the potential at finite $\lambda$ and $v_0$ for that at $\lambda=0$. The upper equation now leaves the difference $v_\lambda-v_0$ uncancelled:

$$(\varepsilon-\varepsilon_0)\langle\varphi_0|\varphi\rangle=\langle\varphi_0|v_\lambda-v_0|\varphi\rangle+\lambda\langle\tilde\chi_0|v_\lambda-\varepsilon|\tilde\chi\rangle .$$

Division by $\lambda$ and the limit $\lambda\to0$ give

$$\frac{d\varepsilon_i}{d\lambda}\Big|_0=\varepsilon_{1,i}+\Big\langle\varphi_{0,i}\Big|\frac{dv_s}{d\lambda}\Big|\varphi_{0,i}\Big\rangle. \tag{11}$$

The first term is the direct effect of relativity on the orbital. The second is indirect: the density of all electrons has changed, and the orbital feels the changed potential. In the total energy this response is absent at first order because of stationarity. The weighted sum of (11) is therefore not the total-energy correction.

### (h) The zinc atom

*Apply (10) and (11) to a free Zn atom, $3d^{10}4s^2$. Which orbitals are lowered, and by which mechanism?*

**Solution.** The level of theory is the exchange-only local density approximation with a point nucleus. Correlation, the Breit interaction, nuclear size and radiative effects are left out. The Breit interaction is itself of first order in $\lambda$: its spin-spin contact term for the 1s pair alone, $\tfrac{\lambda}{2}\int u_{1s}^4r^{-2}dr$, is about $+0.34$ hartree, as large as the higher-order remainder found below. The numbers that follow therefore test (10) and (11) within the model and are not the relativistic correction of the real atom to the digits shown. All corrections below include the factor $\lambda$ and are in hartree.

The direct corrections per electron are $-5.1353$, $-1.1428$, $-0.1903$ and $-0.0105$ for 1s to 4s. They are $-1.0492$ and $-0.1518$ for $2p_{1/2}$ and $3p_{1/2}$, $-0.1978$ and $-0.0425$ for $2p_{3/2}$ and $3p_{3/2}$, and $-0.0187$ and $-0.0054$ for $3d_{3/2}$ and $3d_{5/2}$. Each subshell holds $2|\kappa|$ electrons. The $s$ shells give $2(-6.4789)=-12.958$, and the sum is

$$-12.958-2.402-0.961-0.107=-16.43 ,$$

where the last three numbers belong to $p_{1/2}$, $p_{3/2}$ and $3d$. The 1s shell alone supplies $-10.27$, or 63%.

The nonrelativistic total energy is $-1773.91$, and the full Dirac-Kohn-Sham energy is $-1790.73$. The full correction is $-16.82$ hartree ($-457.7$ eV), against $-16.43$ hartree ($-447.0$ eV) at first order. The missing $-0.39$ hartree is 2.3% of the full correction. When $\lambda$ is reduced to 0.08 and then to 0.04 of its physical value, the remainder falls by a factor 4.005, as expected for a leading term in $\lambda^2$.

The Pauli form shows a strong cancellation in the 1s orbital:

$$-25.81263+20.67735=-5.13528 ,$$

with mass-velocity first and Darwin second. The direct formula yields the small difference without forming the two large terms. The spin-orbit terms vanish for $s$ states, since $\kappa+1=0$. In a filled shell they also cancel between the two values of $j$, because both share one nonrelativistic radial function and

$$2l(l+1)+2(l+1)(-l)=0 .$$

For $3d$ this reads $4(-0.00795)+6(0.00530)=0$.

The valence orbital energies need both terms of (11):

| Level | direct | response | sum | full shift |
|---|---|---|---|---|
| $4s_{1/2}$ | −0.01053 | +0.00538 | −0.00515 | −0.0054 |
| $3d_{3/2}$ | −0.01870 | +0.02634 | +0.00764 | +0.0077 |
| $3d_{5/2}$ | −0.00545 | +0.02634 | +0.02089 | +0.0208 |

The direct effect lowers all three levels. The response raises them: it cancels about half of the direct lowering of 4s and outweighs it for both $3d$ levels. In this model relativity thus binds 4s more strongly and $3d$ more weakly. Two inner levels show the same competition. The $2p_{3/2}$ level has $-0.1978+0.2686=+0.0708$ and rises, while for $3p_{3/2}$ the two effects nearly cancel.

A positive response means that the net change of the density raises the potential where the orbital sits, as when charge moves toward the nucleus and screens it more effectively. This describes the net change only, and the response should not be ascribed to the core alone. The shells do not act with one sign: the $s$ and $p$ shells contract and raise the potential, while the $3d$ shell expands and lowers it. For 4s the largest positive part comes from the contraction of the 4s shell itself, which in the local density approximation includes some self-interaction, and the 1s shell contributes almost nothing to the valence responses. The table does not resolve these parts. What the calculation does establish is the sum rule (11) for every occupied level, by comparison with self-consistent Dirac calculations at reduced $\lambda$.

The response also shows why orbital shifts must not be added up to obtain the total energy. Its occupation-weighted sum is

$$2(1.1909)+6(0.2686+0.0423)+10(0.0263)=4.51 .$$

The first-order orbital shifts therefore add up to $-16.43+4.51=-11.92$ hartree, whereas the total energy changes by $-16.43$ hartree. The numerical check checks (10) in the same way as (11), and the equality with the Pauli terms for each subshell.

## Calculated quantities

```
speed of light c = 137.035999 a.u.
One-electron 1s level, Z = 80, energies in hartree
  nonrelativistic energy   -3200.0000
  exact Dirac energy       -3532.1921
  exact shift              -332.1921
  shift from projection    -332.1921
  first-order shift        -272.6469
Zn atom, exchange-only LDA, energies in hartree
  Dirac basis error, one-electron 1s, Z = 30: 3.1e-08
  nonrelativistic total energy    -1773.9099
  first-order DPT correction      -16.4284
  slope from self-consistent runs -16.4284
  full Dirac-Kohn-Sham energy     -1790.730
  full relativistic correction    -16.820
  remainder beyond first order    -0.392
  remainder ratio, s = 0.08 to 0.04: 4.005
  first-order correction in eV    -447.04
  full correction in eV           -457.7
Pauli parts per electron, hartree
level   mass-velocity    Darwin  spin-orbit    DPT
1s1/2     -25.81263    20.67735   -0.00000   -5.13528
2s1/2      -3.09368     1.95091   -0.00000   -1.14276
3s1/2      -0.47885     0.28854   -0.00000   -0.19031
4s1/2      -0.02620     0.01567   -0.00000   -0.01053
2p1/2      -0.46984    -0.01174   -0.56763   -1.04921
3p1/2      -0.07744    -0.00151   -0.07281   -0.15176
2p3/2      -0.46984    -0.01174    0.28381   -0.19777
3p3/2      -0.07744    -0.00151    0.03641   -0.04255
3d3/2      -0.01025    -0.00049   -0.00795   -0.01870
3d5/2      -0.01025    -0.00049    0.00530   -0.00545
Orbital energies, hartree (first order = DPT + response)
level     nonrel.     DPT   response first-order  slope  full shift
1s1/2   -344.8860  -5.13528   0.91715  -4.21813  -4.21812   -4.3193
2s1/2    -41.4712  -1.14276   0.22608  -0.91668  -0.91668   -0.9419
3s1/2     -4.5199  -0.19031   0.04226  -0.14805  -0.14805   -0.1529
4s1/2     -0.1854  -0.01053   0.00538  -0.00515  -0.00515   -0.0054
2p1/2    -36.5867  -1.04921   0.26859  -0.78062  -0.78062   -0.8011
3p1/2     -2.9695  -0.15176   0.04233  -0.10944  -0.10944   -0.1131
2p3/2    -36.5867  -0.19777   0.26859   0.07082   0.07082    0.0740
3p3/2     -2.9695  -0.04255   0.04233  -0.00022  -0.00022   -0.0000
3d3/2     -0.3482  -0.01870   0.02634   0.00764   0.00764    0.0077
3d5/2     -0.3482  -0.00545   0.02634   0.02089   0.02089    0.0208
```
